# Schmid Factor of Silicon Loaded along 110 and Wafer Edge Slip

## The situation

During rapid thermal processing, a silicon wafer can be hotter at its centre than at its edge. The centre tries to expand, the cooler rim holds it back, and the rim is stretched along its circumference. No force acts on the free edge in the radial direction, so the rim is in uniaxial tension. On a (001) wafer there are four edge points where this tension lies along a $\langle110\rangle$ direction. How much of it acts to shear the crystal along its slip planes, and what temperature difference starts slip?

I take slip to start when the shear stress on some slip system, resolved along its slip direction, reaches a critical value $\tau_c$. Tension is positive. Only the magnitude of the shear matters here, so a compressive load has the same threshold.

## Simple case: a bar and one oblique plane

A bar of cross-section $A$ carries a force $F=\sigma A$ along the unit vector $\mathbf l$. Cut it by a plane with unit normal $\mathbf n$, and let $\cos\phi=\mathbf l\cdot\mathbf n>0$. The cut has area $A/\cos\phi$ and must transmit the same force, so the force per unit area on it is

$$\mathbf t=\frac{\sigma A\,\mathbf l}{A/\cos\phi}=\sigma(\mathbf l\cdot\mathbf n)\,\mathbf l .$$

Its component along a unit slip direction $\mathbf d$ lying in the plane is

$$\tau=\mathbf t\cdot\mathbf d=\sigma(\mathbf l\cdot\mathbf n)(\mathbf l\cdot\mathbf d).$$

The Schmid factor is therefore $m=|(\mathbf l\cdot\mathbf n)(\mathbf l\cdot\mathbf d)|$, with $|\tau|=m|\sigma|$.

**Limits.** If the plane is perpendicular to the bar, $\mathbf l\cdot\mathbf d=0$. If it contains the axis, $\mathbf l\cdot\mathbf n=0$. Neither plane is sheared. Between them there is a ceiling: $\mathbf n$ and $\mathbf d$ are perpendicular unit vectors, so $(\mathbf l\cdot\mathbf n)^2+(\mathbf l\cdot\mathbf d)^2\le1$. Since $2|ab|\le a^2+b^2$, it follows that $m\le1/2$. Equality needs $\mathbf l$ halfway between $\pm\mathbf n$ and $\pm\mathbf d$.

**A second road.** A small slip shear $\gamma$ moves the end of the line $\mathbf l$ to $\mathbf l+\gamma(\mathbf l\cdot\mathbf n)\mathbf d$. The squared length becomes

$$1+2\gamma(\mathbf l\cdot\mathbf n)(\mathbf l\cdot\mathbf d)+\gamma^2(\mathbf l\cdot\mathbf n)^2 ,$$

so to first order the bar lengthens by the fraction $\varepsilon=\gamma(\mathbf l\cdot\mathbf n)(\mathbf l\cdot\mathbf d)$. Equating the work per volume, $\sigma\varepsilon=\tau\gamma$, returns the same $\tau$. The Schmid factor thus also measures how much a bar lengthens per unit of slip.

## Silicon: twelve systems, load along [110]

Perfect dislocations in silicon glide on $\{111\}$ planes along $\langle110\rangle$ directions. There are four planes with three directions in each, hence 12 systems. Take $\mathbf l=[110]/\sqrt2$. For the planes,

$$(111),\ (11\bar1):\quad \mathbf l\cdot\mathbf n=\frac{1+1}{\sqrt2\sqrt3}=\frac{2}{\sqrt6},\qquad (1\bar11),\ (\bar111):\quad \mathbf l\cdot\mathbf n=0 .$$

The last two planes contain the load axis, and their six systems have $m=0$. The directions in the first two give

- in $(111)$: $[1\bar10]$ gives $0$; $[10\bar1]$ and $[01\bar1]$ each give $1/(\sqrt2\sqrt2)=1/2$;
- in $(11\bar1)$: $[1\bar10]$ gives $0$; $[101]$ and $[011]$ each give $1/2$.

Every system has now been counted, and the largest factor is

$$m_{110}=\frac{2}{\sqrt6}\cdot\frac12=\frac1{\sqrt6}\approx0.408 .$$

Four systems share it and eight have zero. Cubic symmetry carries the result to every other $\langle110\rangle$ axis.

**What the maximum refers to.** The load axis is fixed and the search runs over the 12 systems. If the slip direction in $(111)$ were free, the best choice would be the projection of $\mathbf l$ on the plane, which points along $[11\bar2]$. Its length is $\sqrt{1-2/3}=1/\sqrt3$, and the factor would be $\sqrt{2/3}\cdot1/\sqrt3=\sqrt2/3\approx0.471$. The two active $\langle110\rangle$ directions lie $30^\circ$ either side of $[11\bar2]$, and $(\sqrt2/3)\cos30^\circ=1/\sqrt6$ recovers the result. The value $1/\sqrt6$ therefore belongs to perfect dislocations; a partial dislocation with a $\langle112\rangle$ displacement feels a different factor.

**Two other axes.** For $\mathbf l=[100]$, each plane has $|\mathbf l\cdot\mathbf n|=1/\sqrt3$ and contains two directions with $|\mathbf l\cdot\mathbf d|=1/\sqrt2$. The maximum is again $1/\sqrt6$, now on eight systems. For $\mathbf l=[111]/\sqrt3$, the plane $(111)$ has no shear, while each of the other three has $|\mathbf l\cdot\mathbf n|=1/3$ and two directions with $|\mathbf l\cdot\mathbf d|=2/\sqrt6$. The maximum falls to $2/(3\sqrt6)\approx0.272$, on six systems.

## Generalizing: any load direction in the wafer plane

Going round the edge, the tension turns through every direction in (001). Let $\mathbf l=(c,s,0)$ with $c=\cos\theta$, $s=\sin\theta$ and $0\le\theta\le45^\circ$, so that $c\ge s\ge0$. Symmetry supplies the other angles. The planes $(111)$ and $(11\bar1)$ have $|\mathbf l\cdot\mathbf n|=(c+s)/\sqrt3$, and their directions have $|\mathbf l\cdot\mathbf d|$ equal to $c/\sqrt2$, $s/\sqrt2$ and $(c-s)/\sqrt2$. The largest product is $c(c+s)/\sqrt6$.

The other two planes have $|\mathbf l\cdot\mathbf n|=(c-s)/\sqrt3$, and their best direction has $|\mathbf l\cdot\mathbf d|=(c+s)/\sqrt2$. The product $(c-s)(c+s)/\sqrt6$ cannot exceed the first, because $c-s\le c$. Hence, using $c^2=(1+\cos2\theta)/2$ and $cs=(\sin2\theta)/2$,

$$m(\theta)=\frac{c^2+cs}{\sqrt6}=\frac{1+\cos2\theta+\sin2\theta}{2\sqrt6}.$$

**Limits.** Both $\theta=0$ and $\theta=45^\circ$ give $1/\sqrt6$, as they must. Between them the derivative vanishes when $\tan2\theta=1$, that is at $22.5^\circ$, where

$$m_{\rm peak}=\frac{1+\sqrt2}{2\sqrt6}\approx0.493 .$$

At $45^\circ$ the slope is $-1/\sqrt6$ per radian, and by mirror symmetry it is $+1/\sqrt6$ just beyond. The $\langle110\rangle$ axis therefore sits at a sharp local minimum: turning the load by $1^\circ$ in the wafer plane, either way, raises the factor from 0.408 to 0.415. The edge points with a $\langle110\rangle$ tangent are not the first to slip if the tension is the same all round. Whether it is the same has to be shown, since silicon is elastically anisotropic.

## The edge stress

Consider a free, flat, thin disc of radius $R$ in plane stress, with

$$T=T_0-\Delta T\,\frac{r^2}{R^2},$$

where $\Delta T$ is the centre temperature minus the edge temperature. The expansion coefficient $\alpha$ and the compliances $S_{11},S_{12},S_{44}$ are held constant. With $x$ and $y$ along $\langle100\rangle$, write the stresses through an Airy function, $\sigma_x=\varphi_{yy}$, $\sigma_y=\varphi_{xx}$, $\sigma_{xy}=-\varphi_{xy}$, which guarantees force balance. The strains are

$$\varepsilon_x=S_{11}\varphi_{yy}+S_{12}\varphi_{xx}+\alpha T,\quad \varepsilon_y=S_{12}\varphi_{yy}+S_{11}\varphi_{xx}+\alpha T,\quad \gamma_{xy}=-S_{44}\varphi_{xy}.$$

They derive from a displacement if $\varepsilon_{x,yy}+\varepsilon_{y,xx}-\gamma_{xy,xy}=0$, which becomes

$$S_{11}(\varphi_{xxxx}+\varphi_{yyyy})+(2S_{12}+S_{44})\varphi_{xxyy}=-\alpha\nabla^2T=\frac{4\alpha\Delta T}{R^2}.$$

Try $\varphi=B(R^2-r^2)^2$. Only its term $Br^4=B(x^4+2x^2y^2+y^4)$ has fourth derivatives: $\varphi_{xxxx}=\varphi_{yyyy}=24B$ and $\varphi_{xxyy}=8B$. The left side is then the constant $8B(6S_{11}+2S_{12}+S_{44})$, so the trial function works with

$$B=\frac{\alpha E\,\Delta T}{16R^2},\qquad E=\frac{8}{6S_{11}+2S_{12}+S_{44}} .$$

Because $\varphi$ depends on $r$ alone, $\sigma_{r\theta}=0$, and

$$\sigma_r=\frac{\varphi'}{r}=-4B(R^2-r^2)=-\frac{\alpha E\Delta T}{4}\left(1-\frac{r^2}{R^2}\right),$$

$$\sigma_\theta=\varphi''=4B(3r^2-R^2)=\frac{\alpha E\Delta T}{4}\left(\frac{3r^2}{R^2}-1\right).$$

The radial stress vanishes at $r=R$, as a free edge requires. The edge carries the uniaxial tension

$$\sigma_{\rm edge}=\tfrac12\alpha E\,\Delta T ,$$

with the same value at every azimuth, for this quadratic profile.

**Limits.** Across a diameter no net force may act, and indeed $\int_0^R\sigma_\theta\,dr\propto R-R=0$. For an isotropic solid $S_{44}=2(S_{11}-S_{12})$, and $E$ reduces to Young's modulus $1/S_{11}$. At the centre both in-plane stresses equal $-\sigma_{\rm edge}/2$. Since $\mathbf n\cdot\mathbf d=0$, the resolved shear there is $(\sigma_{\rm edge}/2)|n_zd_z|\le\sigma_{\rm edge}/(2\sqrt6)$, half the value at a $\langle110\rangle$ edge point.

For the region between, the elastic energy was minimized numerically over polynomial displacements up to fifth degree. The stresses agreed with the formulas at 21 radii and 48 azimuths, and the largest shear over all 12 systems was found at $r/R=1$, azimuth $22.5^\circ$.

## Slip thresholds and numbers

Setting $m\sigma_{\rm edge}=\tau_c$ gives

$$\Delta T_{110}=\frac{2\sqrt6\,\tau_c}{\alpha E},\qquad \Delta T_{\rm wafer}=\frac{2\tau_c}{m_{\rm peak}\,\alpha E}.$$

The first applies to the four points with a $\langle110\rangle$ tangent. The second applies to the eight points whose tangent lies $22.5^\circ$ from $\langle100\rangle$, and it limits the wafer.

Take a 300 mm wafer, 0.775 mm thick, with its edge at 1320 K. Rough typical values for hot silicon are $C_{11},C_{12},C_{44}=150,\,57,\,73$ GPa, $\alpha=4.4$ ppm/K and $\tau_c=2.0$ MPa. Inverting the stiffness matrix gives $S_{11},S_{12},S_{44}=8.431,\,-2.322,\,13.699$ TPa$^{-1}$, so

$$E=\frac{8}{50.586-4.644+13.699}\ \text{TPa}=134\ \text{GPa}.$$

This lies between the Young's moduli along $\langle100\rangle$ and $\langle110\rangle$, 119 and 154 GPa. The edge tension is $\tfrac12(4.4\times10^{-6})(134.1\times10^3)=0.295$ MPa per kelvin of $\Delta T$. Then

- at a $\langle110\rangle$ tangent: $\sigma=2.0\sqrt6=4.90$ MPa and $\Delta T=4.90/0.295=16.6$ K;
- at the weakest points: $\sigma=2.0/0.4928=4.06$ MPa and $\Delta T=4.06/0.295=13.8$ K.

Using $1/\sqrt6$ for the whole edge would overstate the permitted difference by about 21% of the correct value.

These thresholds assume that the disc stays flat. A wafer this thin buckles under its own thermal stress: for the numbers above the flat state loses stability at $\Delta T\approx19$ K with a hot centre, and a free disc with a cool centre does so at about 14 K. The formulas hold only below these values. At 13.8 K the wafer is already at about 70% of the hot-centre buckling difference, so any sag or bow it has is strongly amplified.

## What the model leaves out

**Weight.** Let the wafer rest on a ring at its edge, and treat it as an isotropic plate with the azimuth-averaged Poisson ratio $\nu=0.181$. With load $q=\rho gt$ and bending stiffness $D$, the sag is $w=qr^4/(64D)+ar^2+b$. The bending moments are

$$M_r=-D\left(w''+\frac{\nu w'}{r}\right)=-\frac{(3+\nu)qr^2}{16}-2aD(1+\nu),$$

$$M_\theta=-D\left(\frac{w'}{r}+\nu w''\right)=-\frac{(1+3\nu)qr^2}{16}-2aD(1+\nu).$$

The condition $M_r(R)=0$ fixes $-2aD(1+\nu)=(3+\nu)qR^2/16$. Hence $M_\theta(R)=(1-\nu)qR^2/8$, and both moments are $(3+\nu)qR^2/16$ at the centre. The surface stress $6M/t^2$, with $\rho=2330$ kg/m³, is 0.41 MPa at the edge and 0.79 MPa at the centre. On the lower face the edge part adds to the thermal tension. Simply adding the two stresses lowers the permitted difference to $(4.06-0.41)/0.295=12.4$ K. This sum leaves out a coupling: the hot centre is in compression, which pushes a sagging plate further down, while the deflection in turn changes the in-plane stresses. The coupling is not small: in an axisymmetric large-deflection treatment of the same isotropic plate the sag grows from 0.11 mm to about 0.33 mm at $\Delta T=13.8$ K, and slip starts at the edge near 11.5 K. The value 12.4 K is therefore too high and not a safe limit.

**A softer centre.** Suppose $\tau_c\propto\dot\gamma^{1/n}\exp[U/(nk_BT)]$, with strain rate $\dot\gamma$ and rough values $U=2.3$ eV, $n=3$. At equal strain rate and $\Delta T=13.8$ K, the centre has 0.933 of the edge's critical stress, or 1.87 MPa. Its resolved shear, with gravity simply added, is $(4.06/2+0.79)/\sqrt6=1.15$ MPa, which is below that value. The coupling between sag and in-plane stress described above is left out of this figure. With it, the shear at the centre rises to about 1.8 MPa at the same $\Delta T$, close to the local critical value, so the margin is much thinner than the simple sum suggests.

**Heat crossing the wafer.** With lamps on one side and cold surroundings, the heat radiated by the back face must cross the wafer. For emissivity 0.7 this is 121 kW/m², and a conductivity of 25 W/(m K) gives a 3.7 K difference between the faces. A linear difference produces a strain linear in position, which a free plate accommodates by bowing, here by 0.24 mm, without stress if the deflection is small and no other load acts. The in-plane compression of the hot centre changes this: at $\Delta T=13.8$ K and without gravity it roughly doubles the bow, to about 0.5 mm, and the added bending doubles the resolved shear at the centre, from 0.83 to about 1.7 MPa. If bending were fully prevented, the surface stress would be 1.35 MPa in both in-plane directions. As at the disc centre, such an equal biaxial stress has a resolved shear of at most $1/\sqrt6$ of its value, here 0.55 MPa, a little over a quarter of $\tau_c$.

**Drift of properties.** At a rough combined rate of $2\times10^{-4}$ per kelvin, $\alpha E$ changes by 0.28% over 13.8 K, which is negligible here.

## Beside a real process

The wafer size is a standard one, and the material constants are rough typical values. The least certain input is $\tau_c$, which depends on oxygen, existing dislocations and strain rate. In the law above, a tenfold strain rate at fixed temperature multiplies it by 2.15. The permitted $\Delta T$ scales with $\tau_c$ only while the disc stays flat; here $2.15\times13.8$ K lies beyond the buckling difference of about 19 K, so the flat-disc formula no longer applies. Damage at the edge or at support contacts can supply dislocations and raise the stress locally, which this model does not describe.

Real temperature profiles also need not be quadratic. For an isotropic disc with any axisymmetric profile, the compatibility equation is $\nabla^2(\nabla^2\varphi+\alpha ET)=0$. A regular solution has $\nabla^2\varphi=\sigma_r+\sigma_\theta=K-\alpha ET$ with constant $K$. Multiplying by $r$ and integrating gives $R\varphi'(R)$, which is zero at a free edge, so $K=\alpha E\bar T$ with $\bar T$ the area average. Therefore

$$\sigma_{\rm edge}=\alpha E\,[\bar T-T(R)].$$

For $T=T_0-\Delta T(r/R)^p$ the bracket is $\Delta T\,p/(p+2)$. The quadratic case $p=2$ returns $\Delta T/2$. A flat profile with a narrow cool rim, $p\to\infty$, approaches $\Delta T$: the edge stress doubles and, with the same $E$ and without gravity, the permitted difference falls from 13.8 K towards 6.9 K. This is an estimate for silicon, because in a narrow rim the stress is $\alpha\Delta T$ times the Young's modulus along the edge, which varies with azimuth; the limit is then about 6.5 K, reached where the tangent lies near $33^\circ$ from $\langle100\rangle$. A limit on centre-to-edge difference thus holds only for a stated profile, whereas the factor $1/\sqrt6$ for a $\langle110\rangle$ load is fixed by the crystal geometry. The numerical output below lists the values used.

## Values computed for the example and the checks

```
number of slip systems: 12
[110] load, cosine to (111) normal: 0.8165
[110] load, cosine to [10-1] slip: 0.5000
<110> load: largest m 0.4082, systems sharing it 4
<100> load: largest m 0.4082, systems sharing it 8
<111> load: largest m 0.2722, systems sharing it 6
m with free slip direction in (111): 0.4714
largest m over all load axes: 0.5000
largest m for loads in (001): 0.4928
its angle from <100>: 22.5 deg
m at 1 deg from <110> in (001): 0.4152
input C11, C12, C44: 150, 57, 73 GPa
input expansion coefficient: 4.4 ppm/K
input critical resolved shear stress: 2.0 MPa
input edge temperature: 1320 K
input wafer diameter: 300 mm
input wafer thickness: 0.775 mm
S11, S12, S44: 8.431, -2.322, 13.699 1/TPa
E along <100>, <110>: 118.6, 154.3 GPa
effective disc modulus E: 134.1 GPa
edge hoop stress per kelvin of dT: 0.2951 MPa/K
slip stress, <110> tangent: 4.90 MPa
permitted dT, <110> tangent: 16.6 K
slip stress, weakest edge point: 4.06 MPa
permitted dT, whole edge: 13.8 K
disc search: largest shear at r/R = 1.00, azimuth 22.5 deg
input density: 2330 kg/m^3
azimuth-averaged Poisson ratio: 0.181
gravity stress at edge: 0.41 MPa
gravity stress at centre: 0.79 MPa
permitted dT, whole edge, with gravity: 12.4 K
input activation energy: 2.3 eV
input stress exponent: 3
critical stress ratio, centre to edge: 0.933
resolved shear at centre with gravity: 1.15 MPa
critical stress factor, tenfold strain rate: 2.15
input drift of alpha and E: 2e-4 per K
drift of alpha*E over dT: 0.28 %
input thermal conductivity: 25 W/(m K)
input emissivity: 0.7
heat flux through wafer, one-sided heating: 121 kW/m^2
through-thickness temperature difference: 3.74 K
stress from it if bending is prevented: 1.35 MPa
bow from it if wafer is free: 0.24 mm
```
